# Why silicon's avalanche breakdown voltage rises with temperature: test program

```python
"""
Why the avalanche breakdown voltage of silicon rises with temperature.

Result under test: hot carriers that scatter from optical phonons of energy hw
have mean free path  lam = L0*tanh(hw/2kT)  and ionization coefficient
    alpha = F / (heat * G(y)),   heat = F^2*lam*L0/(3*hw),
    y = Ei/(heat + (hw/2)*coth(hw/2kT)),   G(y) = integral_0^y (e^u-1)/u du,
in the limit of small F*lam.  Breakdown of a layer of width W is alpha*W = 1.
Heating the phonons raises the breakdown field; shrinking the gap lowers it;
the phonons win.  A Monte Carlo simulation with phonon rates that contain the
final density of states is the independent judge.  Silicon near breakdown lies
at the edge of the formula's range, so there the formula is only approximate.

Symbols: F field times unit charge (eV/nm, same number as V/nm), T temperature
(K), Ei ionization threshold (eV), L0 mean free path at T = 0 (nm).
"""
import numpy as np
from scipy import constants, integrate, optimize, special

KB = constants.k / constants.e            # eV/K
HW, L0, WIDTH = 0.063, 7.0, 1000.0        # eV, nm, nm (rough silicon values)
COLD, HOT = 300.0, 400.0                  # K


def band_gap(T):
    return 1.17 - 4.7e-4 * T**2 / (T + 640.0)


# Threshold: three equal-mass carriers share the momentum of the first one.
shared = optimize.minimize(
    lambda p: p[0]**2 + p[1]**2 + (1 - p[0] - p[1])**2, [0.9, -0.2]).fun
THRESHOLD_RATIO = 1 / (1 - shared)
assert abs(THRESHOLD_RATIO - 1.5) < 1e-5


def threshold(T):
    return 1.5 * band_gap(T)


def free_path(T):
    return L0 * np.tanh(HW / (2 * KB * T))


def growth(y):
    return special.expi(y) - np.log(y) - np.euler_gamma


def carrier_temperature(F, T, hw=HW, elastic=0.0):
    """Return field heating and total kTe; elastic = extra acoustic share."""
    coth = 1 / np.tanh(hw / (2 * KB * T))
    lam = L0 / (coth + elastic * T / 300.0)
    heat = F**2 * lam * L0 / (3 * hw)
    return heat, heat + 0.5 * hw * coth


def alpha_formula(F, T, Ei, hw=HW, elastic=0.0):
    heat, kTe = carrier_temperature(F, T, hw, elastic)
    return F / (heat * growth(Ei / kTe))


def field_formula(T, Ei, target=1.0, elastic=0.0):
    return optimize.brentq(
        lambda F: np.log(alpha_formula(F, T, Ei, HW, elastic) * WIDTH / target),
        0.01, 0.1)


# Mean free path and energy loss per path from explicit oscillator sums.
levels = np.arange(400)
paths, losses = [], []
for T in (COLD, HOT):
    weight = np.exp(-levels * HW / (KB * T))
    weight /= weight.sum()
    emit = np.sum(weight * (levels + 1)) * np.sqrt(1.0 - HW) / L0
    absorb = np.sum(weight * levels) * np.sqrt(1.0 + HW) / L0
    paths.append(1 / (emit + absorb))     # carrier energy 1 eV
    losses.append(HW * (emit - absorb))
    # the formula drops terms of relative size HW/(2*1 eV), about 3 percent
    assert abs(paths[-1] / free_path(T) - 1) < 0.04
    assert abs(losses[-1] / (HW / L0) - 1) < 0.06
assert abs(losses[1] / losses[0] - 1) < 0.01

# The constant-flux distribution, integrated numerically, must give G(y).
y_test = 5.0
double = integrate.dblquad(lambda e, u: np.exp(u - e) / u,
                           0, y_test, 0, lambda u: u)[0]
assert abs(double / growth(y_test) - 1) < 1e-6


def simulate(F, T, Ei, hw, carriers=3000, burn=800, record=3600):
    """Monte Carlo; each row of the arrays is one set of conditions.
    Velocity is scaled so that energy = velocity^2."""
    rng = np.random.default_rng(12345)
    F, T, Ei, hw = [np.asarray(a, float)[:, None] for a in (F, T, Ei, hw)]
    occupation = 1 / np.expm1(hw / (KB * T))
    emit, absorb = (occupation + 1) / L0, occupation / L0
    rate_max = (emit + absorb) * np.sqrt(Ei + hw)
    F, Ei, hw, emit, absorb, rate_max = [
        a.astype(np.float32) for a in (F, Ei, hw, emit, absorb, rate_max)]
    shape = (len(F), carriers)
    along = np.zeros(shape, np.float32)
    across2 = np.zeros(shape, np.float32)
    energy = np.zeros(shape, np.float32)
    work, energy_sum = np.zeros(len(F)), np.zeros(len(F))
    ionizations, collisions = np.zeros(len(F)), np.zeros(len(F))
    for step in range(burn + record):
        flight = rng.standard_exponential(shape, dtype=np.float32) / rate_max
        along = along + 0.5 * F * flight
        end = along * along + across2
        crossed = end >= Ei
        clipped = np.minimum(end, Ei)
        gained = clipped - energy
        pick = rng.random(shape, dtype=np.float32) * rate_max
        r_emit = emit * np.sqrt(np.maximum(end - hw, np.float32(0)))
        r_all = r_emit + absorb * np.sqrt(end + hw)
        scattered = pick < r_all
        energy = end + scattered * np.where(pick < r_emit, -hw, hw)
        finished = crossed | (energy >= Ei)
        cosine = 2 * rng.random(shape, dtype=np.float32) - 1
        speed = np.sqrt(np.maximum(energy, np.float32(0)))
        along = np.where(scattered, speed * cosine, along)
        alive = ~finished
        energy = energy * alive
        along = along * alive
        across2 = np.maximum(energy - along * along, np.float32(0))
        if step >= burn:
            work += gained.sum(axis=1, dtype=float)
            energy_sum += clipped.mean(axis=1, dtype=float)
            ionizations += finished.sum(axis=1)
            collisions += (scattered & ~crossed).sum(axis=1)
    distance = work / F[:, 0].astype(float)
    return (ionizations / distance, energy_sum / record,
            ionizations, collisions / ionizations)


def field_from_pair(two_fields, two_alphas):
    """Field where ln(alpha*W) = 0, taken linear in 1/F between two fields."""
    logs = np.log(two_alphas * WIDTH)
    inverse = 1 / two_fields
    slope = (logs[1] - logs[0]) / (inverse[1] - inverse[0])
    return 1 / (inverse[0] - logs[0] / slope)


# A short pilot run finds the field range for the main run.
pilot_fields = np.array([0.85, 1.10]) * field_formula(COLD, threshold(COLD))
pilot_rows = [(F, COLD, threshold(COLD), HW) for F in pilot_fields]
pilot_alpha = simulate(*np.array(pilot_rows).T, carriers=1500,
                       burn=300, record=1700)[0]
fields = np.array([0.95, 1.13]) * field_from_pair(pilot_fields, pilot_alpha)

# Four silicon cases (phonon temperature, gap temperature) at two fields.
cases = [(COLD, COLD), (HOT, COLD), (COLD, HOT), (HOT, HOT)]
rows = [(F, Tp, threshold(Tg), HW) for Tp, Tg in cases for F in fields]
# Two rows approach the limit F*lam << Ei at fixed Ei/heat = 3.
small_ratios = [0.10, 0.05]
for r in small_ratios:
    Ei = threshold(COLD)
    hw_small = r**2 * Ei / (free_path(COLD) / L0)
    rows.append((r * Ei / free_path(COLD), COLD * hw_small / HW, Ei, hw_small))
alpha, mean_energy, counts, per_event = simulate(*np.array(rows).T)

deviation = [alpha[8 + i] / alpha_formula(*rows[8 + i]) - 1 for i in range(2)]
assert abs(deviation[1]) < 0.15           # leading error is of order F*lam/Ei
assert abs(deviation[1]) < 0.8 * abs(deviation[0])

alpha_si = alpha[:8].reshape(4, 2)
energy_si = mean_energy[:8].reshape(4, 2)
ratio_si = alpha_si[0] / alpha_formula(fields, COLD, threshold(COLD))
assert np.all(alpha_si[1] < alpha_si[0])   # hot phonons alone: less ionization
assert np.all(alpha_si[2] > alpha_si[0])   # smaller gap alone: more ionization
assert np.all(alpha_si[3] < alpha_si[0])   # both together: less ionization
assert np.all(energy_si[1] < energy_si[0])  # hot phonons: colder carriers

F_mc = np.array([field_from_pair(fields, pair) for pair in alpha_si])
assert np.all((F_mc > 0.97 * fields[0]) & (F_mc < 1.03 * fields[1]))
F_th = np.array([field_formula(Tp, threshold(Tg)) for Tp, Tg in cases])
shift_mc, shift_th = F_mc / F_mc[0] - 1, F_th / F_th[0] - 1
assert shift_mc[1] > 0 and shift_mc[2] < 0 and shift_mc[3] > 0
# In silicon F*lam is comparable with kTe, so diffusion is a rough guide only:
# fields are asked to agree within 15 percent, shifts within half their size.
assert np.all(np.abs(F_mc / F_th - 1) < 0.15)
assert np.all(np.abs(shift_mc - shift_th)[1:] < 0.5 * np.abs(shift_mc)[1:])
steepness = (np.log(alpha_si[0, 1] / alpha_si[0, 0])
             / np.log(fields[1] / fields[0]))
noise = np.sqrt(2 / counts[:8].min()) / steepness

# One-sided abrupt junction, donor density 1e16 per cm^3.
gradient = constants.e * 1e22 / (11.7 * constants.epsilon_0) * 1e-18  # V/nm^2


def abrupt_peak_field(T):
    def excess(Fm):
        return integrate.quad(alpha_formula, 0.005, Fm,
                              args=(T, threshold(T)))[0] / gradient - 1
    return optimize.brentq(excess, 0.02, 0.09)


peak = np.array([abrupt_peak_field(T) for T in (COLD, HOT)])
V_abrupt = peak**2 / (2 * gradient)
assert V_abrupt[1] > V_abrupt[0]

# Neglected: holes ionize less (ratio 0.3).  Critical alpha*W from the matrix
# that maps pairs born at one place to the pairs they create elsewhere.
n, hole = 400, 0.3
kernel = (np.triu(np.ones((n, n)), 1) + hole * np.tril(np.ones((n, n)), -1)
          + 0.5 * (1 + hole) * np.eye(n)) / n
critical = 1 / np.abs(np.linalg.eigvals(kernel)).max()
assert abs(critical / (np.log(1 / hole) / (1 - hole)) - 1) < 1e-3


def rise(ratio=1.5, target=1.0, elastic=0.0):
    """Percent change of the formula's breakdown field from COLD to HOT."""
    low, high = [field_formula(T, ratio * band_gap(T), target, elastic)
                 for T in (COLD, HOT)]
    return 100 * (high / low - 1)


variants = [rise(target=critical), rise(ratio=1.0), rise(ratio=2.0),
            rise(elastic=0.2)]
assert min(variants) > 0
F_holes = field_formula(COLD, threshold(COLD), critical)

# Neglected: tunnelling through a triangular barrier, round mass 0.2 m_e.
kappa1 = np.sqrt(2 * 0.2 * constants.m_e * constants.e) / constants.hbar * 1e-9


def tunnel_exponent(F, T):
    return 4 * kappa1 * band_gap(T)**1.5 / (3 * F)


direct = 2 * integrate.quad(
    lambda x: kappa1 * np.sqrt(max(band_gap(COLD) - 0.1 * x, 0.0)),
    0, band_gap(COLD) / 0.1)[0]
assert abs(direct / tunnel_exponent(0.1, COLD) - 1) < 1e-6

print(f"phonon energy {1000*HW:.0f} meV; zero-T free path {L0:.1f} nm; "
      f"width {WIDTH/1000:.1f} um")
for i, T in enumerate((COLD, HOT)):
    print(f"T = {T:.0f} K: kT {1000*KB*T:.2f} meV, phonon number "
          f"{1/np.expm1(HW/(KB*T)):.4f}")
    print(f"  free path {free_path(T):.3f} nm, gap {band_gap(T):.4f} eV, "
          f"threshold {threshold(T):.4f} eV")
    print(f"  at 1 eV, full rates: path {paths[i]:.3f} nm, "
          f"loss {1000*losses[i]:.3f} meV/nm")
print(f"high-energy loss hw/L0: {1000*HW/L0:.3f} meV/nm")
print(f"change of free path: {100*(free_path(HOT)/free_path(COLD)-1):.2f} %")
print(f"change of gap: {100*(band_gap(HOT)/band_gap(COLD)-1):.2f} %")
print("Formula test, Monte Carlo alpha / formula alpha - 1:")
for r, d in zip(small_ratios, deviation):
    print(f"  F*lam/Ei = {r:.2f}: {100*d:.1f} %")
print(f"silicon 300 K, MC/formula alpha: {ratio_si[0]:.3f} and {ratio_si[1]:.3f}")
print(f"Monte Carlo fields: {10*fields[0]:.4f} and {10*fields[1]:.4f} MV/cm")
names = ["all 300 K", "phonons 400 K only", "gap 400 K only", "all 400 K"]
for k, name in enumerate(names):
    print(f"{name}: alpha {1000*alpha_si[k,0]:.3f}, {1000*alpha_si[k,1]:.3f} "
          f"per um; mean energy {energy_si[k,0]:.4f}, {energy_si[k,1]:.4f} eV")
    print(f"  MC: F_b {10*F_mc[k]:.4f} MV/cm, V_b {F_mc[k]*WIDTH:.2f} V, "
          f"shift {100*shift_mc[k]:+.2f} %")
    print(f"  formula: F_b {10*F_th[k]:.4f} MV/cm, V_b {F_th[k]*WIDTH:.2f} V, "
          f"shift {100*shift_th[k]:+.2f} %")
print(f"counting noise of an MC shift: about {100*noise:.2f} %")
print(f"MC voltage coefficient: {1e4*shift_mc[3]/(HOT-COLD):.2f} e-4 per K")
print(f"steepness d ln(alpha)/d ln(F), 300 K: {steepness:.2f}")
print(f"collisions per ionization, 300 K: {per_event[0]:.0f}, {per_event[1]:.0f}")
lucky = np.exp(-threshold(COLD) / (F_mc[0] * free_path(COLD)))
print(f"chance of unscattered run from rest to threshold: {lucky:.2e}")
for T in (COLD, HOT):
    heat, kTe = carrier_temperature(F_mc[0], T)
    print(f"at 300 K MC F_b, phonons {T:.0f} K: heating {heat:.4f} eV, "
          f"kTe {kTe:.4f} eV, y(300 K gap) {threshold(COLD)/kTe:.3f}")
    print(f"  energy gained in one free path along the field: "
          f"{F_mc[0]*free_path(T):.4f} eV")
print(f"abrupt 1e16 cm^-3 (formula): peak field {10*peak[0]:.4f}, "
      f"{10*peak[1]:.4f} MV/cm")
print(f"  V_b {V_abrupt[0]:.2f} V at 300 K, {V_abrupt[1]:.2f} V at 400 K, "
      f"{100*(V_abrupt[1]/V_abrupt[0]-1):+.2f} %")
print(f"hole/electron ratio 0.3: critical alpha*W {critical:.3f}, "
      f"F_b change {100*(F_holes/F_th[0]-1):+.2f} %")
print("Formula field shift 300 to 400 K when the model is altered:")
for name, value in zip(["hole ratio 0.3", "threshold = 1.0 gap",
                        "threshold = 2.0 gap", "20 % acoustic"], variants):
    print(f"  {name}: {value:+.2f} %")
dead = threshold(COLD) / F_mc[0]
print(f"dead space at 300 K: {dead:.1f} nm = {100*dead/WIDTH:.1f} % of width")
print(f"tunnel exponent at 300 K MC F_b: {tunnel_exponent(F_mc[0], COLD):.1f}")
print(f"tunnel exponent at 1 MV/cm: {tunnel_exponent(0.1, COLD):.2f} at 300 K, "
      f"{tunnel_exponent(0.1, HOT):.2f} at 400 K")
print("all assertions hold")
```

It prints:

```
phonon energy 63 meV; zero-T free path 7.0 nm; width 1.0 um
T = 300 K: kT 25.85 meV, phonon number 0.0958
  free path 5.874 nm, gap 1.1250 eV, threshold 1.6875 eV
  at 1 eV, full rates: path 6.037 nm, loss 8.658 meV/nm
T = 400 K: kT 34.47 meV, phonon number 0.1916
  free path 5.061 nm, gap 1.0977 eV, threshold 1.6465 eV
  at 1 eV, full rates: path 5.181 nm, loss 8.603 meV/nm
high-energy loss hw/L0: 9.000 meV/nm
change of free path: -13.85 %
change of gap: -2.43 %
Formula test, Monte Carlo alpha / formula alpha - 1:
  F*lam/Ei = 0.10: -7.9 %
  F*lam/Ei = 0.05: -5.0 %
silicon 300 K, MC/formula alpha: 1.312 and 1.066
Monte Carlo fields: 0.2934 and 0.3490 MV/cm
all 300 K: alpha 0.713, 2.350 per um; mean energy 0.3433, 0.4184 eV
  MC: F_b 0.3073 MV/cm, V_b 30.73 V, shift +0.00 %
  formula: F_b 0.3142 MV/cm, V_b 31.42 V, shift +0.00 %
phonons 400 K only: alpha 0.441, 1.653 per um; mean energy 0.3177, 0.3906 eV
  MC: F_b 0.3255 MV/cm, V_b 32.55 V, shift +5.93 %
  formula: F_b 0.3301 MV/cm, V_b 33.01 V, shift +5.06 %
gap 400 K only: alpha 0.806, 2.521 per um; mean energy 0.3426, 0.4144 eV
  MC: F_b 0.3025 MV/cm, V_b 30.25 V, shift -1.55 %
  formula: F_b 0.3091 MV/cm, V_b 30.91 V, shift -1.61 %
all 400 K: alpha 0.516, 1.873 per um; mean energy 0.3165, 0.3874 eV
  MC: F_b 0.3195 MV/cm, V_b 31.95 V, shift +3.98 %
  formula: F_b 0.3246 MV/cm, V_b 32.46 V, shift +3.32 %
counting noise of an MC shift: about 0.43 %
MC voltage coefficient: 3.98 e-4 per K
steepness d ln(alpha)/d ln(F), 300 K: 6.87
collisions per ionization, 300 K: 790, 260
chance of unscattered run from rest to threshold: 8.71e-05
at 300 K MC F_b, phonons 300 K: heating 0.2054 eV, kTe 0.2430 eV, y(300 K gap) 6.945
  energy gained in one free path along the field: 0.1805 eV
at 300 K MC F_b, phonons 400 K: heating 0.1770 eV, kTe 0.2206 eV, y(300 K gap) 7.651
  energy gained in one free path along the field: 0.1555 eV
abrupt 1e16 cm^-3 (formula): peak field 0.3745, 0.3854 MV/cm
  V_b 45.35 V at 300 K, 48.02 V at 400 K, +5.89 %
hole/electron ratio 0.3: critical alpha*W 1.720, F_b change +7.21 %
Formula field shift 300 to 400 K when the model is altered:
  hole ratio 0.3: +3.39 %
  threshold = 1.0 gap: +1.69 %
  threshold = 2.0 gap: +3.95 %
  20 % acoustic: +4.27 %
dead space at 300 K: 54.9 nm = 5.5 % of width
tunnel exponent at 300 K MC F_b: 118.6
tunnel exponent at 1 MV/cm: 36.45 at 300 K, 35.13 at 400 K
all assertions hold
```
